# Mean-field exchange enhancement of graphene's A1' and E2g phonon couplings, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Our Raman and dispersion data near K suggest a stronger coupling to the highest optical branch than our LDA colleagues compute, while the E2g mode at Γ causes no such trouble. They say that GW or a hybrid functional raises the K coupling. What is the smallest model in which that can be examined?

**A.** One π orbital per carbon, half filling, spin-restricted mean field, with hopping between neighbours and an interaction that depends only on distance. Units are eV and Å.

Let the bond length be $d$, the lattice constant $a_0=\sqrt3\,d$, and $\mathbf a_1=a_0(1,0)$, $\mathbf a_2=a_0(\tfrac12,\tfrac{\sqrt3}{2})$. A sites are at $\mathbf R$ and B sites at $\mathbf R+\boldsymbol\tau$ with $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. The three neighbours of A at $\mathbf R$ lie in cells $\mathbf R+\mathbf L_j$ with $\mathbf L_j=0,-\mathbf a_1,-\mathbf a_2$. The bond vectors $\boldsymbol\delta_j=\mathbf L_j+\boldsymbol\tau=d\,\mathbf n_j$ are $(a_0/2,d/2)$, $(-a_0/2,d/2)$ and $(0,-d)$. The hopping matrix element is $h=-t(\ell)$ with $t(\ell)=t-t'(\ell-d)$, so a bond stretch $\delta\ell$ gives $\delta h=+t'\delta\ell$.

The interaction is of density-density form between sites (overlap charges are neglected), with a neutralising background, and
$$V(r)=\frac{a\,e^2}{\sqrt{r^2+r_0^2}},$$
where $e^2$ includes $1/4\pi\varepsilon_0$ and $a\le1$ is a strength whose meaning for each method comes later. Define the density matrix per spin, $\rho_{ij}=\langle c_j^\dagger c_i\rangle$. For a Slater determinant Wick's theorem gives $\langle c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{j\sigma'}c_{i\sigma}\rangle=\rho_{ii}\rho_{jj}-\delta_{\sigma\sigma'}\rho_{ij}\rho_{ji}$, so the exchange energy per spin is $-\tfrac12\sum_{ij}V_{ij}\rho_{ij}\rho_{ji}$. The one-body energy is $\sum h_{ij}\rho_{ji}$, so the mean-field Hamiltonian is the derivative with respect to $\rho_{ji}$:
$$H_{ij}=h_{ij}-V_{ij}\rho_{ij}+\delta_{ij}\sum_l V_{il}\,(2\rho_{ll}-1).$$
The last term is the Hartree potential of the net site charges $n_l-1=2\rho_{ll}-1$. The electron-phonon vertex is the first-order change of this self-consistent $H$ per unit displacement, which is what a frozen-phonon calculation delivers.

**Q.** How do the two phonons enter, and how large are their couplings before any interaction?

**A.** Use Bloch sums with cell phases, $|k\rangle_A=N^{-1}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|A,\mathbf R\rangle$ on an $N\times N$ torus, and likewise for B. The A–B block of the bare Hamiltonian is $D^0_k=-t\sum_j e^{i\mathbf k\cdot\mathbf L_j}$, periodic in the reciprocal lattice. At $\mathbf K=(4\pi/3a_0,0)$ the phases $\mathbf K\cdot\mathbf L_j$ are $0,-4\pi/3,-2\pi/3$, three cube roots of unity, so $D^0_K=0$. Since $3\mathbf K$ is a reciprocal vector, $2\mathbf K\equiv-\mathbf K\equiv\mathbf K'$.

To expand about K, write $e^{i\mathbf K\cdot\mathbf L_j}=\chi\,e^{i\mathbf K\cdot\boldsymbol\delta_j}$ with $\chi=e^{-i\mathbf K\cdot\boldsymbol\tau}=e^{-2\pi i/3}$ and $e^{i\mathbf K\cdot\boldsymbol\delta_j}=e^{2\pi i/3},e^{-2\pi i/3},1$. Then
$$\sum_j\delta_{jx}e^{i\mathbf K\cdot\boldsymbol\delta_j}=\frac{a_0}{2}\,i\sqrt3=\frac{3d}{2}\,i,\qquad \sum_j\delta_{jy}e^{i\mathbf K\cdot\boldsymbol\delta_j}=-\frac d2-d=-\frac{3d}{2}.$$
To first order in $\mathbf p$, $\mathbf L_j$ may be replaced by $\boldsymbol\delta_j$ because the difference $\boldsymbol\tau$ multiplies a vanishing sum, and
$$D^0_{K+p}=-t\chi\, i\Big(\frac{3d}{2}ip_x-\frac{3d}{2}p_y\Big)=\chi\,\hbar v_0\,(p_x+ip_y),\qquad \hbar v_0=\tfrac32 td .$$

For E2g, move A by $+u\hat x$ and B by $-u\hat x$. Then $\delta\ell_j=-2u\,n_{jx}$ and
$$\delta D_K=-2ut'\chi\sum_j n_{jx}e^{i\mathbf K\cdot\boldsymbol\delta_j}=-3i\,ut'\chi .$$
Comparing with $D^0_{K+p}$, this is a shift $p_y\to p_y+A_y$ with $\hbar v_0A_y=-3ut'$. Real hopping gives $D_{-k}=D_k^*$, hence $D^0_{K'+p}=D^{0*}_{K-p}=-\chi^*\hbar v_0(p_x-ip_y)$ and $\delta D_{K'}=+3iut'\chi^*$, which is a shift of the opposite sign. The mode acts as a valley-odd vector potential: it moves the cones and opens no gap.

For A1', take
$$\mathbf u_A(\mathbf R)=\tfrac{2u}{3}\sum_i\mathbf n_i\cos(\mathbf K\cdot\mathbf R-\mathbf K\cdot\mathbf L_i),\qquad \mathbf u_B(\mathbf R')=-\tfrac{2u}{3}\sum_i\mathbf n_i\cos(\mathbf K\cdot\mathbf R'-2\mathbf K\cdot\mathbf L_i).$$
With $\mathbf n_j\cdot\mathbf n_i=\tfrac32\delta_{ij}-\tfrac12$, and with the sum of the three cosines vanishing in both expressions, $\mathbf n_j\cdot\mathbf u_A(\mathbf R)=u\cos(\mathbf K\cdot\mathbf R-\mathbf K\cdot\mathbf L_j)$ and $\mathbf n_j\cdot\mathbf u_B(\mathbf R+\mathbf L_j)=-u\cos(\mathbf K\cdot\mathbf R-\mathbf K\cdot\mathbf L_j)$. So
$$\delta\ell_j(\mathbf R)=-2u\cos(\mathbf K\cdot\mathbf R-\mathbf K\cdot\mathbf L_j).$$
The cosine takes the values $1,-\tfrac12,-\tfrac12$ on the three bonds of each atom. One third of the bonds shorten by $2u$; the others lengthen by $u$ and form hexagons that breathe; each atom moves by $u$. The $e^{+i\mathbf K\cdot\mathbf R}$ half of the cosine gives
$$\delta D_{k+K,k}=-ut'\sum_j e^{i(\mathbf k-\mathbf K)\cdot\mathbf L_j},$$
which at $\mathbf k=\mathbf K$ connects K to K' with amplitude $-3ut'$.

Call the vertices per unit displacement $G_K$ and $G_\Gamma$. Both have bare size $3t'$. The customary squared couplings are $D_K^2=|G_K|^2/2$ and $D_\Gamma^2=|G_\Gamma|^2/4$, which are the squared splitting $2|G|u$ at the Dirac point divided by $8u^2$ and $16u^2$; these normalisations cancel from every enhancement factor below.

**Q.** If the two start equal, what does a local functional do to them? I expected screening to reduce both.

**A.** In this model it does nothing to either, and the reason is exact. As long as only A–B elements are present,
$$H=\begin{pmatrix}0&D\\ D^\dagger&0\end{pmatrix}.$$
Assume $D$ is invertible (no level at zero energy) and write its polar form $D=UP$ with $U$ unitary and $P=(D^\dagger D)^{1/2}$ positive. Let $S$ be the matrix with $U$ and $U^\dagger$ in place of $D$ and $D^\dagger$. Then $S^2=1$, and multiplying out the blocks gives $SH=HS=\mathrm{diag}(UPU^\dagger,P)$, which is positive. A matrix that commutes with $H$, squares to one and makes $SH$ positive equals $+1$ on positive levels and $-1$ on negative ones. Filling the negative levels gives $\rho=(1-S)/2$, that is
$$\rho_{AA}=\rho_{BB}=\tfrac12\,\mathbb 1,\qquad \rho_{AB}=-\tfrac12U .$$
This holds for any pattern of bonds. Every site keeps $n_i=1$, so the Hartree term vanishes and any potential that depends on site occupations alone is a constant. A bond-modulating phonon changes bond orders, not site charges, and a site-local kernel has nothing to respond to.

The program tests this where it could fail. With Hartree plus on-site exchange and an A1' displacement of 0.02 Å, the site charges and the spread of the site potential are zero to rounding, whereas a 0.1 eV site potential with wavevector K moves charges by up to 0.0142 electron. Random bonds leave $n_i=1$ to rounding; random bonds plus a second-neighbour hopping of 0.2 eV, which spoils the block form, give $2.2\times10^{-3}$. For A1' there is a second protection: the threefold axis through a breathing hexagon and the mirror exchanging A and B map its six atoms onto one another, so their charges must be equal and hence one. With the second-neighbour hopping switched on, the A1' pattern still moves no charge in the program.

A real LDA calculation also has charge in the bonds, which this model omits. That response is not zero, but its kernel is short-ranged, and the short-range case is treated below.

**Q.** Then what does exchange see that the local kernel does not?

**A.** It sees $\rho_{AB}$. Inserting $\rho_{AB}=-U/2$ in the exchange term, and noting that the diagonal part $-V(0)/2$ is a constant shift, the block form is preserved and
$$D=h+\tfrac12V\circ U ,$$
where $\circ$ is the element-by-element product in real space. For the undistorted lattice $D_k=\epsilon_kU_k$ with $\epsilon_k=|D_k|$ and $U_k$ a phase. On a bond $h$ is negative and so is $U=-2b$, with $b$ the bond order per spin, so exchange raises the hopping to $t+V(d)\,b$.

Now vary. Unitarity makes $\delta U=U\Omega$ with $\Omega^\dagger=-\Omega$. From $\delta D=\delta U\,P+U\,\delta P$,
$$U^\dagger\delta D=\Omega P+\delta P,\qquad \delta D^\dagger U=-P\Omega+\delta P ,$$
the second being the adjoint of the first. Subtracting removes $\delta P$: $\Omega P+P\Omega=U^\dagger\delta D-\delta D^\dagger U$. In the Bloch basis $P$ and $U$ are diagonal, so $\Omega_{kk'}(\epsilon_k+\epsilon_{k'})=U_k^*\delta D_{kk'}-\delta D^*_{k'k}U_{k'}$. Multiplying by $U_k$,
$$\delta U_{kk'}=\frac{\delta D_{kk'}-U_kU_{k'}\,\delta D^*_{k'k}}{\epsilon_k+\epsilon_{k'}} .$$
The vertex obeys the ladder equation
$$\delta D=\delta h+\tfrac12\,\delta V\circ U+\tfrac12\,V\circ\delta U ,$$
where $\delta V$ is the change of the interaction as the atoms move. I set it aside until later.

The last term is a convolution. A perturbation of wavevector $\mathbf Q$ has the form $e^{i\mathbf Q\cdot\mathbf R}g(\mathbf L)$ for A in cell $\mathbf R$ and B in cell $\mathbf R+\mathbf L$, and its matrix element between $k+Q$ and $k$ is $\sum_{\mathbf L} g(\mathbf L)e^{i\mathbf k\cdot\mathbf L}$. Multiplying by $V(|\mathbf L+\boldsymbol\tau|)$ leaves $e^{i\mathbf Q\cdot\mathbf R}$ untouched, so
$$(V\circ\delta U)_{k+Q,k}=\frac1{N^2}\sum_{k'}\tilde V(\mathbf k-\mathbf k')\,\delta U_{k'+Q,k'},\qquad \tilde V(\mathbf q)=\sum_{\mathbf L}V(|\mathbf L+\boldsymbol\tau|)\,e^{i\mathbf q\cdot\mathbf L}.$$
The argument of $\tilde V$ is $\mathbf k-\mathbf k'$ and not $\mathbf Q$. The phonon carries the large momentum K, and a Hartree response would meet the interaction at K, where it is modest. Exchange binds the electron in one valley to the hole in the other by small momentum transfers, where a Coulomb tail is singular.

As an independent test, the program solves the full real-space Hartree-Fock problem (Hartree term and all exchange elements, displaced atoms) on a $6\times6$ torus and differentiates numerically. The largest deviation from the ladder solution, relative to the largest vertex on the grid, is at most about $10^{-7}$ for both modes, with and without $\delta V$.

**Q.** Both modes go through the same ladder. Why should K gain more than Γ?

**A.** Because of the product $U_kU_{k'}$. Near the Dirac points $U_{K+p}=\chi e^{i\theta}$, with $\theta$ the angle of $\mathbf p$, and $U_{K'+p}=-\chi^*e^{-i\theta}$.

For A1', let $G(\mathbf p)=\delta D_{K'+p,K+p}$. The product of phases is $U_{K'+p}U_{K+p}=-1$, independent of angle. A real perturbation has $\delta D^*_{kk'}=\delta D_{-k,-k'}$, so $\delta D^*_{K+p,K'+p}=\delta D_{K'-p,K-p}=G(-\mathbf p)$. Therefore
$$\delta U_{K'+p,K+p}=\frac{G(\mathbf p)+G(-\mathbf p)}{2\epsilon_p}=\frac{G}{\epsilon_p}$$
for an isotropic $G$; the bare source is constant near K and the cone is isotropic, so the ladder keeps it so at leading order in $pd$. The meaning shows in the spectrum. In the space of the two valleys $D$ has columns $(D_{K+p},G)$ and $(G^*,-D^*_{K+p})$. Their inner product is $D^*_{K+p}G^*-G^*D^*_{K+p}=0$ and each has squared norm $\epsilon_p^2+|G|^2$, so $E=\pm\sqrt{\epsilon_p^2+|G|^2}$. The mode is a mass. It shifts no level at first order, and for every direction of $\mathbf p$ it acts wholly by mixing valence with conduction states, which is the only thing that changes $\rho$.

For E2g, $k'=k$ and $\delta D=-i\gamma\chi$ with $\gamma$ real. Then $U^2\delta D^*=\chi^2e^{2i\theta}\,i\gamma\chi^*=-e^{2i\theta}\delta D$, and
$$\delta U_{K+p}=\frac{\delta D\,(1+e^{2i\theta})}{2\epsilon_p}.$$
At $\theta=0$ the shift is transverse to $\mathbf p$ and rotates the phase fully; at $\theta=\pi/2$ it is longitudinal, changes only the energy and leaves $\rho$ alone. The angular mean is $\delta D/2\epsilon_p$, half of the A1' response. On the lattice at $N=960$, at the grid point next to K, the program finds $\mathrm{Re}\,U_kU_{k+K}=-0.99999$ and $|\epsilon\,\delta U/\delta D|=0.9994$, both asserted to be near their continuum values.

**Q.** What does that factor of two become once the Coulomb tail is put in?

**A.** For $q$ small compared with $1/d$ and $1/r_0$, the sum for $\tilde V$ becomes an integral over the plane divided by the cell area $A_c$, and $\int d^2r\,e^{i\mathbf q\cdot\mathbf r}/r=2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$. With $N^{-2}\sum_{k'}\to A_c\int d^2q/(2\pi)^2$ the area cancels. Define $\alpha=ae^2/\hbar v$ and cut the cone at $\Lambda$.

At first order in $V$, the relative correction to the A1' vertex is
$$\frac{\delta G_K}{G_0}=\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi ae^2}{|\mathbf p-\mathbf q|}\,\frac1{\hbar vq}=\frac{\alpha}{4\pi}\int\frac{d^2q}{q\,|\mathbf p-\mathbf q|}.$$
Elliptic coordinates with foci at $0$ and $\mathbf p$ do this exactly. With $x=\tfrac p2\cosh\mu\cos\nu$ and $y=\tfrac p2\sinh\mu\sin\nu$ measured from the midpoint, the distances to the foci are $\tfrac p2(\cosh\mu\pm\cos\nu)$ and the area element is $\tfrac{p^2}4(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu$, the product of the two distances. The integrand becomes one and the integral is $2\pi\mu_{\max}$. The sum of the distances is $p\cosh\mu$; at the cutoff it is $2\Lambda\simeq pe^{\mu}/2$, so $\mu_{\max}=\ln(4\Lambda/p)$ for $p\ll\Lambda$, and
$$\frac{\delta G_K}{G_0}=\frac\alpha2\Big[\ln\frac\Lambda p+2\ln2\Big].$$

For E2g the angle-independent half of $\delta U$ gives half of this, $(\alpha/4)\ln(\Lambda/p)$. The $e^{2i\theta}$ half picks out the second angular harmonic of $1/|\mathbf p-\mathbf q|$, which is of order $p^2/q^3$ for $q\gg p$ and $q^2/p^3$ for $q\ll p$; its integral over $dq$ converges at both ends and is a constant.

For the velocity, the self-energy at $\mathbf p$ along $x$ is $\chi\,\tfrac12\int d^2q\,(2\pi)^{-1}ae^2\cos\theta_q/|\mathbf p-\mathbf q|$. For $q\gg p$, $1/|\mathbf p-\mathbf q|\simeq 1/q+p\cos\theta_q/q^2$; the first term averages to zero against $\cos\theta_q$ and the second gives $p/2q^2$. So
$$\delta(\hbar v)=\frac{ae^2}{2}\int_p^\Lambda q\,dq\,\frac{1}{2q^2}=\frac{ae^2}4\ln\frac\Lambda p ,$$
which is $(\alpha/4)\ln(\Lambda/p)$ in relative terms, up to a constant.

The same logarithms can be read in real space. A function homogeneous of degree $m$ in $p$ has a two-dimensional transform of degree $-2-m$. The induced bond order $\delta U\sim1/p$ decays as $1/r$, and $\sum_rV\,\delta U\sim\int r\,dr/r^2$. The phonon modulates nearest-neighbour bonds only, but it induces a Kekulé pattern in the density matrix between distant A and B sites, and exchange turns that into modulated long-range hopping.

The program tests the three coefficients with lattice sums that use none of these approximations. The grid is shifted by $\mathbf s=\mathbf K/N$, so that no point falls on a node, and quantities are read at $\mathbf p=\mathbf s$, along $x$. The grid near K looks the same in units of $1/N$ for every $N$, so discretisation adds an $N$-independent constant and $\ln(1/p)=\ln N+\text{const}$. Slopes from $N=240,480,960$, combined as twice the finer minus the coarser to cancel terms in $1/N$, come out as $0.5000\,\alpha$ for $G_K$ and $0.2498\,\alpha$ for both $G_\Gamma$ and $v$, against $1/2$, $1/4$ and $1/4$ with an asserted tolerance of 2% of each.

**Q.** Is it an accident that the E2g vertex and the velocity share a coefficient?

**A.** No. Within one valley the self-consistency condition is $D(\mathbf p)=D^0(\mathbf p)+\tfrac12\int\tilde V(\mathbf p-\mathbf q)\,U[D(\mathbf q)]$. The kernel depends on the difference of momenta, so if the bare term is shifted to $D^0(\mathbf p+\mathbf A)$, then $D(\mathbf p+\mathbf A)$ solves the equation. To first order, $\delta D=\mathbf A\cdot\nabla D$, to all orders in the ladder. With $D=\chi\,\epsilon(p)e^{i\theta}$ and $\epsilon=\hbar v(p)\,p$, the transverse derivative at $\theta=0$ is $i\chi\,\epsilon/p=i\chi\hbar v(p)$, so the transverse vertex is proportional to $v(p)$. The longitudinal one follows $d\epsilon/dp=\hbar v-ae^2/4$, which has the same logarithm and a different constant.

On the lattice the mode is not a pure gauge shift: the other valley moves the opposite way, and the perturbation differs from a gradient far from the nodes. Those regions reach $\mathbf K+\mathbf p$ through $\tilde V$ at large momentum, which is smooth in $\mathbf p$. They add a source that is constant as $p\to0$, and a constant source is again a shift of the cone. Hence the transverse vertex, the one read at $\mathbf p$ along $x$, obeys $G_\Gamma/G_0=Z\,v(p)/v_0$ with $Z$ a non-universal constant, up to terms that vanish with $p$. No such identity ties a mass to the velocity.

**Q.** A first-order logarithm grows without bound. What happens when it is not small?

At first order, the Coulomb tail of exchange gives the A1' vertex a logarithm with twice the coefficient shared by the E2g vertex and the velocity. It remains to sum the ladder when that logarithm is not small, to relate the model to GW and hybrid functionals, and to put numbers on the couplings.
